# Why permanganate is purple and high-spin manganese(II) nearly colourless

A permanganate treatment bath is to be followed by its absorbance near 540 nm. As the bath works, purple \(\mathrm{MnO_4^-}\) can be reduced to \(\mathrm{[Mn(H_2O)_6]^{2+}}\). For a path \(\ell\) and concentrations \(c\), the absorbance of these two species is

\[
A=\varepsilon_{\rm VII}c_{\rm VII}\ell+\varepsilon_{\rm II}c_{\rm II}\ell .
\]

The decision is whether the second term may be dropped even when Mn(II) is in large excess. That depends on the ratio of the molar absorptivities \(\varepsilon\), which selection rules control. Below, each contribution to the ratio is isolated and given a size. The parameters are round numbers in the rough regime of the two ions, not a first-principles calculation of either.

## The two prohibitions

Light of visible wavelength acts on electrons mainly through the electric dipole operator \(-e\sum_i\mathbf r_i\). Two of its properties matter.

**Spin.** The operator contains no spin, so it commutes with \(\hat S^2\). Taking the commutator between states of spin \(S\) and \(S'\) gives

\[
[S'(S'+1)-S(S+1)]\,\langle S'|\textstyle\sum_i\mathbf r_i|S\rangle=0 .
\]

If the spins differ, the bracket is nonzero and the matrix element must vanish.

**Parity.** Inversion changes \(\mathbf r\) into \(-\mathbf r\). If the complex has an inversion centre, its states have parities \(p=\pm1\), and inverting the whole integral gives

\[
\langle f|\mathbf r|i\rangle=-p_fp_i\langle f|\mathbf r|i\rangle .
\]

The integral vanishes when \(p_f=p_i\). All d orbitals are even, so a d–d transition in an octahedral complex is parity forbidden. A tetrahedron has no inversion centre, and this rule does not apply to it.

## Permanganate: neither prohibition applies

Formal Mn(VII) is d⁰, so no d–d transition is available. The visible band instead moves an electron from the highest filled oxygen shell, \(t_1\), to the lowest empty shell, \(e\), which is mainly Mn 3d with some oxygen character. This is a ligand-to-metal charge transfer. The orbital order is an assumption here; it is the usual one for this ion.

The ground state is a singlet of symmetry \(A_1\), and the excited singlets have symmetry \(t_1\times e\). For the classes \((E,8C_3,3C_2,6S_4,6\sigma_d)\), the characters of the product are

\[
(3,0,-1,1,-1)\times(2,-1,2,0,0)=(6,0,-2,0,0).
\]

The vector \(\mathbf r\) has symmetry \(T_2\), with characters \((3,0,-1,-1,1)\). It occurs \([6\cdot3+3(-2)(-1)]/24=1\) time in the product. One excited state, \({}^1T_2\), is therefore both spin allowed and dipole allowed.

**How strong is it?** Place the oxygens at \(R\mathbf n_i\), with \(\mathbf n_i\) equal to \((1,1,1)\), \((1,-1,-1)\), \((-1,1,-1)\) and \((-1,-1,1)\), each divided by \(\sqrt3\). Describe the p orbital on each oxygen by a vector. The \(z\) member of \(t_1\) and the oxygen part of the \(x^2-y^2\) member of \(e\) are

\[
\mathbf u_i=\sqrt{\tfrac38}\,(-n_y,n_x,0),\qquad
\mathbf v_i=\sqrt{\tfrac38}\,(n_x,-n_y,0).
\]

The prefactor normalises them, because each bracket has squared length \(2/3\) and there are four oxygens. Let \(w\) be the oxygen weight in the \(e\) orbital, whose oxygen part then has amplitude \(\sqrt w\) up to a sign. Use orthogonalised atomic orbitals and keep only dipole terms in which both orbitals sit on the same oxygen. Such a term equals the oxygen's position times \(\mathbf u_i\cdot\mathbf v_i\). Since \(n_xn_yn_z=1/(3\sqrt3)\) at every oxygen,

\[
R\sum_i(\mathbf u_i\cdot\mathbf v_i)n_z
=-\tfrac34R\sum_i n_xn_yn_z
=-\tfrac34R\,\frac{4}{3\sqrt3}=-\frac{R}{\sqrt3}.
\]

The \(x\) component contains \(\sum n_x^2n_y=\tfrac13\sum n_y=0\), and the \(y\) component vanishes likewise. The other \(e\) member has oxygen vectors proportional to \((-n_x,-n_y,2n_z)\); its product with \(\mathbf u_i\) is \(n_xn_y-n_xn_y=0\). The \(z\) member of \(t_1\) thus contributes \(R^2/3\). Threefold rotations give the same for the \(x\) and \(y\) members, so the orbital sum is \(wR^2\).

A singlet excitation is \((\text{spin-up jump}+\text{spin-down jump})/\sqrt2\). Its amplitude is \(2/\sqrt2=\sqrt2\) times the orbital one, and the total dipole strength is

\[
S_{\rm d}=2wR^2 .
\]

The d⁰ label is therefore only formal. In this model the strength comes from covalency, and it disappears as \(w\to0\).

With \(w=0.30\) and \(R=0.16\) nm, \(S_{\rm d}=2(0.30)(0.16)^2=0.0154\ \mathrm{nm^2}\).

## From dipole strength to absorptivity

The oscillator strength \(f\) is the number of classical electrons that would respond equally. In a static field \(F\), second-order perturbation theory lowers the energy by \(e^2F^2(S_{\rm d}/3)/E\), where \(E\) is the transition energy. Setting this equal to \(\tfrac12\alpha F^2\) gives the polarisability \(\alpha=2e^2S_{\rm d}/(3E)\). For \(f\) classical electrons of frequency \(E/\hbar\), \(\alpha=fe^2\hbar^2/(mE^2)\). Equating the two,

\[
f=\frac{2mE}{3\hbar^2}S_{\rm d}.
\]

A weakly damped classical oscillator has absorption cross-section \(\sigma=\omega\,{\rm Im}\,\alpha/(\epsilon_0c)\). Near resonance, with damping rate \(\gamma\),

\[
\omega\,{\rm Im}\,\alpha\simeq\frac{fe^2}{m}\,\frac{\gamma/4}{(\omega-\omega_0)^2+\gamma^2/4},
\qquad
\int\sigma\,d\omega=\frac{\pi e^2f}{2m\epsilon_0c}.
\]

Now use \(\sigma=\varepsilon\ln10/N_A\) and \(\omega=2\pi c\tilde\nu\):

\[
\int\varepsilon\,d\tilde\nu=\frac fK,\qquad
K=\frac{4\epsilon_0mc^2\ln10}{N_Ae^2}.
\]

For \(\varepsilon\) in L/(mol cm) and \(\tilde\nu\) in cm⁻¹, \(K=4.319\times10^{-9}\) mol cm²/L. A Gaussian band of full width \(\Gamma\) at half maximum has area \(1.064\,\varepsilon_{\max}\Gamma\).

Take \(E=2.3\) eV, or 539 nm, and \(\Gamma=0.5\) eV. Then \(f=0.309\), and since 1 eV corresponds to 8066 cm⁻¹,

\[
\varepsilon_{\max}=\frac{0.309/(4.319\times10^{-9})}{1.064\times0.5\times8066}
\approx1.7\times10^4\ \mathrm{L/(mol\,cm)}.
\]

**A correction of the same order.** The real excited state is not one pure orbital jump. Suppose a second \({}^1T_2\) configuration lies \(G=1.5\) eV higher, with an equal, parallel dipole and coupling \(V_c=+0.5\) eV. The lower state is \(\cos\theta|1\rangle-\sin\theta|2\rangle\), with \(\tan2\theta=2V_c/G\). Holding the band energy fixed, its strength is multiplied by

\[
(\cos\theta-\sin\theta)^2=1-\sin2\theta
=1-\frac{2V_c}{\sqrt{G^2+4V_c^2}}=0.445 .
\]

This leaves \(\varepsilon_{\max}\approx7400\) L/(mol cm). The missing strength moves to the upper band. With the opposite sign of coupling the visible band would gain instead. The values of \(G\) and \(V_c\) and the equal dipoles are chosen only to show the mechanism; in the real ion several excitations mix, and the loss is much larger than this factor.

## Manganese(II): the spin prohibition

Count the d⁵ states by spin projection. Choosing orbitals for the spin-up and spin-down electrons gives

\[
M_S=\tfrac52:\ 1,\qquad
M_S=\tfrac32:\ 5\times5=25,\qquad
M_S=\tfrac12:\ 10\times10=100 .
\]

Each multiplet of higher spin also appears in the lower rows. Subtraction leaves 1 sextet, \(25-1=24\) quartets and \(100-25=75\) doublets. The total is \(6+4(24)+2(75)=252\), as it should be for five electrons in ten spin orbitals.

The high-spin ground state uses the sole sextet. Every d–d excitation must therefore change the spin.

The weakness is not a matter of the bands lying outside the visible. I diagonalised all 252 states with Racah repulsion parameters \(B=0.10\) eV and \(C=0.40\) eV and an octahedral splitting of 1.0 eV. The lowest quartets, \({}^4T_{1g}\) and \({}^4T_{2g}\), lie 2.27 and 2.74 eV above the ground state. The first is at about 545 nm, almost the same colour of light that permanganate absorbs.

The argument requires high spin. With \(B\) and \(C\) held fixed, this model changes to a low-spin ground state at a splitting of 2.6 eV, and spin-allowed d–d transitions then exist.

**The spin leak.** Spin-orbit coupling, \(\zeta\sum_i\mathbf l_i\cdot\mathbf s_i\), does not conserve total spin. Apply it to the free-ion sextet with all five spins up. The \(l_zs_z\) part gives \(\tfrac12\zeta\sum m=0\). The part \(\tfrac12\zeta\,l_+s_-\) raises \(m\) by one and flips a spin, producing a state of squared norm

\[
\frac{\zeta^2}{4}\sum_{m=-2}^{1}[6-m(m+1)]
=\frac{\zeta^2}{4}(4+6+6+4)=5\zeta^2 .
\]

This state has \(M_L=1\). The sextet has \(L=0\), so the new state is not a sextet but a quartet. The orbital operators \(\mathbf l_i\) are vectors, which can take \(L=0\) only to \(L=1\), so it is the quartet \({}^4P\). Its energy above the sextet is \(7B+7C=3.5\) eV, a standard free-ion result used here without derivation. First-order perturbation theory gives the admixed weight, for \(\zeta=0.04\) eV:

\[
\frac{5\zeta^2}{(7B+7C)^2}=\frac{5(0.04)^2}{(3.5)^2}=6.5\times10^{-4}.
\]

In the ligand field the diagonalisation gives \(8.4\times10^{-4}\). The increase has a simple origin. The cubic splitting field varies with angle as a fourth-order harmonic, whose matrix elements vanish within \(L=0\) and within \(L=1\). It therefore spreads \({}^4P\) over several levels but leaves its mean energy at 3.5 eV above the sextet, and the average of \(1/E^2\) over spread levels exceeds \(1/(\text{mean }E)^2\).

Intensity also depends on how the admixed states connect. I compared the \({}^4T_{1g}\) band with a one-electron, spin-allowed \(t_{2g}\to e_g\) transition, giving equal weight to all real symmetric one-electron operators within the d shell. That weighting is a modelling assumption. The strength ratio is \(1.5\times10^{-3}\), and it grows as \(\zeta^2\) for small \(\zeta\). The value depends strongly on the weighting: nearly all of it comes from operators that vary with angle as fourth-order harmonics, while restricting both the band and the reference transition to second-order operators would give only about \(4\times10^{-6}\).

## Manganese(II): the parity prohibition

Spin-orbit coupling preserves parity, so by itself it cannot give the band any electric dipole strength. The magnetic dipole absorption that it does allow is about 1% of the vibrational contribution below when the operators are weighted equally, and is neglected; with second-order operators alone it would be the larger of the two. An odd vibration momentarily removes the inversion centre. Let it couple the even states \(g\) (energy 0) and \(f\) (energy \(E\)) to an odd state \(u\) (energy \(E_u\)) with strength \(V\). To first order,

\[
|\tilde g\rangle=|g\rangle-\frac{V}{E_u}|u\rangle,\qquad
|\tilde f\rangle=|f\rangle-\frac{V}{E_u-E}|u\rangle .
\]

If \(u\) has dipole length \(d_0\) with both even states, the borrowed length has magnitude

\[
D=Vd_0\left(\frac1{E_u}+\frac1{E_u-E}\right).
\]

For \(V=0.05\) eV, \(d_0=0.05\) nm, \(E_u=7\) eV and \(E=2.27\) eV, \(D=8.9\times10^{-4}\) nm.

Here \(V\) is the root-mean-square coupling in the lowest vibrational state. The mean-square displacement grows as \(2\bar n+1\), and with \(\bar n=1/(e^{\hbar\omega/kT}-1)\) this equals \(\coth(\hbar\omega/2kT)\). For \(\hbar\omega=0.03\) eV at 298 K the factor is 1.90. On cooling it tends to 1, not 0, because zero-point motion remains.

With one equal contribution per direction, \(S_{\rm d}=3D^2(1.90)=4.5\times10^{-6}\ \mathrm{nm^2}\). This gives \(f=8.9\times10^{-5}\). For a band width of 0.3 eV, \(\varepsilon_{\max}=8.0\) L/(mol cm). That would be the absorptivity if parity were the only obstacle.

## Weighing the contributions

| Transition in the model | \(f\) | peak \(\varepsilon\), L/(mol cm) |
|---|---:|---:|
| Allowed charge transfer, one configuration | 0.31 | 17,000 |
| d–d, parity forbidden | \(8.9\times10^{-5}\) | 8.0 |
| d–d, parity and spin forbidden | \(1.3\times10^{-7}\) | 0.012 |

The last row is the row above it multiplied by the spin strength ratio \(1.5\times10^{-3}\). This assumes that the two leaks act independently.

The first step down costs a factor of about 3500 in \(f\). It is not purely a parity factor, since the dipole lengths of the two complexes also differ. The spin step costs a further factor of about 660. Neither prohibition alone accounts for the contrast. After configuration mixing, the ratio of peak absorptivities is about \(6\times10^5\).

The real permanganate peak is roughly 2000 L/(mol cm), so the model is still too strong by a factor of three to four. This comparison alone does not single out a cause, but local-density orbitals of the ion narrow it. They give \(w\approx0.5\) rather than 0.30, which makes the single jump stronger still, and the omitted two-centre dipole terms change \(S_{\rm d}\) by only a few per cent. Letting the excitations mix in linear response cuts the strength more than tenfold. The main fault is that the two-configuration estimate understates the mixing. The solvent's local field does not help: for refractive index \(n=1.33\), the standard cavity estimate \((n^2+2)^2/(9n)\) raises the strength by a factor of 1.19. For Mn(II), real visible peaks are roughly a few hundredths of a L/(mol cm) or less. The model agrees in order of magnitude, but this rests on the chosen \(V\), \(d_0\) and \(E_u\) and on the equal weighting of operators. It shows that the mechanism can give the observed size; it does not predict it. It also omits spin-orbit borrowing directly from ligand states.

Return to the two-species formula, with a 1 cm cell. The concentrations below compare the two absorptions; they do not describe a chemically stable mixture. At \(10^{-4}\) mol/L, the model permanganate has \(A=7423\times10^{-4}=0.74\) and transmits 18% at its peak. The light removed is green; the red and violet that pass look purple. Mn(II) at 0.1 mol/L, a thousand times more concentrated, has \(A=0.0012\) and transmits 99.7%.

Dropping the Mn(II) term thus changes the absorbance by about 0.2% of the permanganate value. With the rough real value of 2000 for permanganate and the model value for Mn(II), the change is about 0.6%; a real Mn(II) absorptivity of a few hundredths would make it one or two per cent. As far as absorption by the two ions is concerned, the term can be dropped at this excess if an error of that size is acceptable. The calibration should use a measured \(\varepsilon_{\rm VII}\), and the two-species formula fails if the bath also holds green manganate or suspended manganese dioxide, which attenuate light themselves.

A large excess of Mn(II) tends to cause just that failure, because permanganate oxidises Mn(II):

\[
2\,\mathrm{MnO_4^-}+3\,\mathrm{Mn^{2+}}+2\,\mathrm{H_2O}\rightarrow5\,\mathrm{MnO_2}+4\,\mathrm{H^+}.
\]

The rate depends on the conditions, but at equilibrium practically no permanganate is left beside 0.1 mol/L Mn(II). The thousandfold excess therefore shows how weak the Mn(II) absorption is; it is not a working condition for the bath. In practice, suspended dioxide can disturb the reading more than the colour of Mn(II) does, depending on how much of it forms.
